**Enthalpy of formation from an atomization energy: numerical test**

The program tests ΔfH(M, 0 K) = Σ ΔfH(atoms, 0 K) − (TAE_e − ZPE), and its extension to temperature T by adding the enthalpy increment H(T) − H(0) of the molecule and subtracting those of the elements. Here ΔfH is the enthalpy of formation, TAE_e the atomization energy from the bottom of the well, and ZPE the zero-point energy. The example is a model reaction, ½ A₂ + B₂ → AB₂, with round parameters. The program asserts that the formulas agree within 0.001 kJ/mol with the definition of a formation enthalpy, evaluated from absolute energies and numerical derivatives of summed partition functions at 298.15 K and 0.01 K. Further assertions cover translational energy from box levels, the J = 1 levels of AB₂, the classical rotational limit, the route through free atoms, a diagonalized Morse oscillator and the propagation of a 2% binding error. The output gives −260.26 kJ/mol at 0 K and −263.19 kJ/mol at 298.15 K. Using free-atom increments in place of those of the elements gives −268.92 kJ/mol, which is 5.73 kJ/mol too low.

## Program and output

```python
"""
Result under test, for a gaseous molecule M built from atoms A:
  dfH(M, 0 K) = sum_A dfH(A, 0 K) - (TAE_e - ZPE)
  dfH(M, T)   = dfH(M, 0 K) + incr(M) - sum_A incr(element A, per atom)
dfH  : enthalpy of formation
TAE_e: total atomization energy from the bottom of the potential well
ZPE  : zero-point vibrational energy
incr : enthalpy increment H(T) - H(0) of an ideal gas
Example: 1/2 A2 + B2 -> AB2 (bent) with round model parameters.
Energies are in kJ/mol. The formulas are compared with the definition of a
formation enthalpy, evaluated from absolute energies and numerical
derivatives of summed partition functions.
"""
import numpy as np
from scipy import constants as const
from scipy.special import logsumexp

R = const.R / 1000.0                                   # kJ/(mol K)
CM = const.h * const.c * 100.0 * const.N_A / 1000.0    # kJ/mol per cm^-1
KCAL = const.calorie                                   # kJ per kcal
T_ROOM = 298.15

# ---- model parameters ----
well = {"AB2": 900.0, "A2": 400.0, "B2": 420.0}        # kJ/mol, to free atoms
wavenumbers = {"AB2": [1200.0, 3000.0, 3200.0],        # cm^-1, harmonic
               "A2": [1000.0], "B2": [3600.0]}
rot_const = {"AB2": (18.0, 9.0, 6.0), "A2": 1.0, "B2": 50.0}   # cm^-1
atom_energy = {"A": -200000.0, "B": -1300.0}           # kJ/mol, arbitrary
atoms_in = {"AB2": {"A": 1, "B": 2}, "A2": {"A": 2}, "B2": {"B": 2}}
vib = {n: np.array(w) * CM for n, w in wavenumbers.items()}
zpe = {n: v.sum() / 2 for n, v in vib.items()}


# ---- rotational levels (kJ/mol) and their weights ----
def linear_levels(constant, even_weight, odd_weight, j_max=150):
    j = np.arange(j_max + 1)
    weight = (2 * j + 1) * np.where(j % 2 == 0, even_weight, odd_weight)
    keep = weight > 0
    return (constant * CM * j * (j + 1))[keep], weight[keep]


def bent_block(j, parity):
    """Levels in cm^-1 for even or odd K, K counted about the twofold axis."""
    x, z, y = rot_const["AB2"]             # z: twofold axis of the molecule
    k = np.array([i for i in range(-j, j + 1) if i % 2 == parity])
    if k.size == 0:
        return np.array([])
    jj = j * (j + 1)
    matrix = np.diag((x + y) / 2 * (jj - k**2) + z * k**2)
    low = k[:-1]
    coupling = (x - y) / 4 * np.sqrt(
        (jj - low * (low + 1.0)) * (jj - (low + 1.0) * (low + 2.0)))
    matrix = matrix + np.diag(coupling, 1) + np.diag(coupling, -1)
    return np.linalg.eigvalsh(matrix)


def bent_levels(j_max=45):
    level, weight = [], []
    for j in range(j_max + 1):
        for parity, spin_weight in ((0, 1), (1, 3)):
            found = bent_block(j, parity)
            level.extend(found * CM)
            weight.extend([(2 * j + 1) * spin_weight] * len(found))
    return np.array(level), np.array(weight)


# nuclear spins of the model: A has spin 0, B has spin 1/2
levels = {"A2": linear_levels(rot_const["A2"], 1, 0),
          "B2": linear_levels(rot_const["B2"], 1, 3),
          "AB2": bent_levels()}

# For J = 1 the levels must be the pairwise sums of rotational constants.
a, b, c = rot_const["AB2"]
j_one = np.sort(np.concatenate([bent_block(1, 0), bent_block(1, 1)]))
assert np.allclose(j_one, sorted([a + b, a + c, b + c]), atol=1e-9)


# ---- the derived formulas ----
def increment_parts(name, temperature):
    rt_here = R * temperature
    level, weight = levels[name]
    boltzmann = weight * np.exp(-level / rt_here)
    rotation = (level * boltzmann).sum() / boltzmann.sum()
    vibration = np.sum(vib[name] / np.expm1(vib[name] / rt_here))
    return np.array([2.5 * rt_here, rotation, vibration])


def atomic_heats(scale=1.0):
    """Half the dissociation energy of the diatomic element at 0 K."""
    return {x: (scale * well[x + "2"] - zpe[x + "2"]) / 2 for x in ("A", "B")}


def formation_0(heats, scale=1.0):
    return heats["A"] + 2 * heats["B"] - (scale * well["AB2"] - zpe["AB2"])


rt = R * T_ROOM
heat0 = atomic_heats()
tae_0 = well["AB2"] - zpe["AB2"]
form_0 = formation_0(heat0)
parts = {n: increment_parts(n, T_ROOM) for n in well}
incr = {n: p.sum() for n, p in parts.items()}
elements_incr = incr["A2"] / 2 + incr["B2"]
form_298 = form_0 + incr["AB2"] - elements_incr


# ---- the definition: enthalpies from summed partition functions ----
def log_q_constant_pressure(name, temperature):
    rt_here = R * temperature
    level, weight = levels[name]
    total = 2.5 * np.log(temperature) + logsumexp(-level / rt_here, b=weight)
    n = np.arange(80)
    for quantum in vib[name]:
        total += logsumexp(-(n + 0.5) * quantum / rt_here)
    return total


def enthalpy(name, temperature, scale=1.0):
    bottom = sum(n * atom_energy[x] for x, n in atoms_in[name].items())
    bottom -= scale * well[name]
    d = 3e-4 * temperature
    slope = (log_q_constant_pressure(name, temperature + d)
             - log_q_constant_pressure(name, temperature - d)) / (2 * d)
    return bottom + R * temperature**2 * slope


def formation_by_definition(temperature, scale=1.0):
    return (enthalpy("AB2", temperature, scale)
            - enthalpy("A2", temperature, scale) / 2
            - enthalpy("B2", temperature, scale))


direct_298 = formation_by_definition(T_ROOM)
direct_cold = formation_by_definition(0.01)
assert abs(direct_298 - form_298) < 1e-3
assert abs(direct_cold - form_0) < 1e-3

# Translational energy from the levels of a particle of 20 u in a 1D box;
# the finite box leaves a relative deviation of order 1e-4.
box = 1e-7
ratio = (const.h**2 / (8 * 20 * const.atomic_mass * box**2)
         / (const.k * T_ROOM))
n_box = np.arange(1, int(7 / np.sqrt(ratio)), dtype=float)
w_box = np.exp(-ratio * n_box**2)
mean_box = (ratio * n_box**2 * w_box).sum() / w_box.sum()   # in units of kT
assert abs(3 * mean_box + 1 - 2.5) < 1e-3      # three axes, plus pV = kT

# Road through free atoms at room temperature
heat298 = {x: heat0[x] + 2.5 * rt - incr[x + "2"] / 2 for x in ("A", "B")}
atomization_298 = tae_0 + 3 * 2.5 * rt - incr["AB2"]
via_atoms_298 = heat298["A"] + 2 * heat298["B"] - atomization_298
assert abs(via_atoms_298 - direct_298) < 1e-3

# Mistaken recipe: free-atom increments in place of element increments
mistaken_298 = form_0 + incr["AB2"] - 3 * 2.5 * rt
assert abs(mistaken_298 - direct_298) > 1.0

# Classical rotation is good for A2 and AB2 and visibly off for B2
classical = {"AB2": 1.5 * rt, "A2": rt, "B2": rt}
rot_error = {n: classical[n] - parts[n][1] for n in well}
assert abs(rot_error["A2"]) < 0.05 and abs(rot_error["AB2"]) < 0.05
assert rot_error["B2"] > 0.1
classical_298 = (form_298 + rot_error["AB2"] - rot_error["A2"] / 2
                 - rot_error["B2"])

# B2 as a Morse oscillator with the same depth and harmonic wavenumber:
# its lowest level on a sinc grid, in units of the harmonic quantum.
depth = well["B2"] / vib["B2"][0]
q = np.linspace(-6.0, 14.0, 300)
dq = q[1] - q[0]
i = np.arange(q.size)
gap = i[:, None] - i[None, :]
kinetic = np.where(gap == 0, np.pi**2 / 6,
                   (-1.0)**gap / np.where(gap == 0, 1, gap)**2) / dq**2
potential = depth * (1 - np.exp(-q / np.sqrt(2 * depth)))**2
ground = np.linalg.eigvalsh(kinetic + np.diag(potential))[0]
d0_morse = (depth - ground) * vib["B2"][0]
d0_harmonic = well["B2"] - zpe["B2"]
shift_formula = vib["B2"][0]**2 / (16 * well["B2"])
assert abs(d0_morse - d0_harmonic - shift_formula) < 1e-3

# All binding energies 2 % too small: the error is full with fixed atomic
# heats and smaller when the atomic heats carry the same relative error.
SCALE = 0.98
mixed_0 = formation_0(heat0, SCALE)
matched_0 = formation_0(atomic_heats(SCALE), SCALE)
assert abs(matched_0 - formation_by_definition(0.01, SCALE)) < 1e-3
assert abs(matched_0 - form_0) < abs(mixed_0 - form_0)


# ---- printed numbers ----
def show(label, value, unit="kJ/mol", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("temperature", T_ROOM, "K")
show("RT", rt, digits=3)
show("1 cm^-1", CM, digits=6)
for name in ("AB2", "A2", "B2"):
    show("well depth to free atoms " + name, well[name], digits=0)
    print(f"wavenumbers {name}:",
          " ".join(f"{w:.0f}" for w in wavenumbers[name]), "cm^-1")
    print(f"rotational constants {name}:",
          " ".join(f"{w:.0f}" for w in np.atleast_1d(rot_const[name])),
          "cm^-1")
    show("ZPE " + name, zpe[name])
show("TAE_0 AB2", tae_0)
for x in ("A", "B"):
    show(f"D_0({x}2)", 2 * heat0[x])
    show(f"dfH({x}, 0 K)", heat0[x])
show("dfH(AB2, 0 K)", form_0)
show("dfH(AB2, 0 K)", form_0 / KCAL, "kcal/mol")
for name in ("AB2", "A2", "B2"):
    t, r, v = parts[name]
    print(f"increment {name}: trans+pV {t:.3f}, rot {r:.3f}, "
          f"vib {v:.3f}, sum {t + r + v:.3f} kJ/mol")
show("increment of the elements", elements_incr, digits=3)
show("dfH(298.15 K) - dfH(0 K)", form_298 - form_0, digits=3)
show("dfH(AB2, 298.15 K)", form_298)
show("dfH(AB2, 298.15 K)", form_298 / KCAL, "kcal/mol")
show("by definition, 298.15 K", direct_298, digits=4)
show("by formula, 298.15 K", form_298, digits=4)
show("by definition, 0.01 K", direct_cold, digits=4)
show("by formula, 0 K", form_0, digits=4)
for x in ("A", "B"):
    show(f"dfH({x}, 298.15 K)", heat298[x])
show("atomization enthalpy 298.15 K", atomization_298)
show("mistaken recipe, 298.15 K", mistaken_298)
for name in ("AB2", "A2", "B2"):
    show("classical minus summed rotation " + name, rot_error[name], digits=3)
show("dfH(298.15 K), classical rotation", classical_298)
show("D_0(B2), harmonic", d0_harmonic, digits=3)
show("D_0(B2), Morse", d0_morse, digits=3)
show("binding energies scaled by", SCALE, "(no unit)")
show("dfH(0 K), scaled TAE_e, fixed atomic heats", mixed_0)
show("dfH(0 K), scaled TAE_e, scaled atomic heats", matched_0)
print("every check passed")
```

It prints:

```
temperature: 298.15 K
RT: 2.479 kJ/mol
1 cm^-1: 0.011963 kJ/mol
well depth to free atoms AB2: 900 kJ/mol
wavenumbers AB2: 1200 3000 3200 cm^-1
rotational constants AB2: 18 9 6 cm^-1
ZPE AB2: 44.26 kJ/mol
well depth to free atoms A2: 400 kJ/mol
wavenumbers A2: 1000 cm^-1
rotational constants A2: 1 cm^-1
ZPE A2: 5.98 kJ/mol
well depth to free atoms B2: 420 kJ/mol
wavenumbers B2: 3600 cm^-1
rotational constants B2: 50 cm^-1
ZPE B2: 21.53 kJ/mol
TAE_0 AB2: 855.74 kJ/mol
D_0(A2): 394.02 kJ/mol
dfH(A, 0 K): 197.01 kJ/mol
D_0(B2): 398.47 kJ/mol
dfH(B, 0 K): 199.23 kJ/mol
dfH(AB2, 0 K): -260.26 kJ/mol
dfH(AB2, 0 K): -62.20 kcal/mol
increment AB2: trans+pV 6.197, rot 3.694, vib 0.044, sum 9.936 kJ/mol
increment A2: trans+pV 6.197, rot 2.475, vib 0.097, sum 8.769 kJ/mol
increment B2: trans+pV 6.197, rot 2.281, vib 0.000, sum 8.478 kJ/mol
increment of the elements: 12.863 kJ/mol
dfH(298.15 K) - dfH(0 K): -2.927 kJ/mol
dfH(AB2, 298.15 K): -263.19 kJ/mol
dfH(AB2, 298.15 K): -62.90 kcal/mol
by definition, 298.15 K: -263.1887 kJ/mol
by formula, 298.15 K: -263.1887 kJ/mol
by definition, 0.01 K: -260.2617 kJ/mol
by formula, 0 K: -260.2616 kJ/mol
dfH(A, 298.15 K): 198.82 kJ/mol
dfH(B, 298.15 K): 201.19 kJ/mol
atomization enthalpy 298.15 K: 864.39 kJ/mol
mistaken recipe, 298.15 K: -268.92 kJ/mol
classical minus summed rotation AB2: 0.024 kJ/mol
classical minus summed rotation A2: 0.004 kJ/mol
classical minus summed rotation B2: 0.198 kJ/mol
dfH(298.15 K), classical rotation: -263.36 kJ/mol
D_0(B2), harmonic: 398.467 kJ/mol
D_0(B2), Morse: 398.743 kJ/mol
binding energies scaled by: 0.98 (no unit)
dfH(0 K), scaled TAE_e, fixed atomic heats: -242.26 kJ/mol
dfH(0 K), scaled TAE_e, scaled atomic heats: -254.66 kJ/mol
every check passed
```
